CIS Excitation Energies Are Size Intensive; CISD Excitation Energies Are Not

**1. Definitions and conventions**

A chromophore A and N identical spectator molecules B are so far apart that they do not interact. Each is a neutral closed-shell molecule with its own orthonormal spin orbitals. The Hamiltonian is

H = H_A + Σ_n H_B(n), n = 1, …, N, (1)

and for each fragment X, apart from its constant nuclear repulsion,

H_X = Σ_pq h_pq a†_p a_q + ¼ Σ_pqrs ⟨pq||rs⟩ a†_p a†_q a_s a_r. (2)

All integrals are energies; the factor e²/(4πε₀) is contained in the antisymmetrized integrals ⟨pq||rs⟩. An integral whose orbitals lie on different fragments is zero. Labels i, j denote occupied orbitals, a, b virtual ones, and p, q, r, s any.

The reference Φ0 is the product of the converged restricted Hartree–Fock determinants 0_X of the fragments. Energies are measured from that of Φ0, so we use

H̄_X = H_X − ⟨0_X|H_X|0_X⟩, H̄ = H̄_A + Σ_n H̄_B(n). (3)

CIS diagonalizes H̄ in the space of Φ0 and all single excitations; CISD adds all double excitations. An excitation energy is a higher root minus the lowest root of the same calculation. It is size intensive if its value for isolated A is also found for A + N B, for every N.

Both CI spaces are unchanged by rotations among the occupied orbitals and among the virtual orbitals. Using fragment orbitals is therefore no restriction, even if a program returns orbitals spread over several identical spectators.

**2. Two properties of the reference**

The Fock matrix is F_pq = h_pq + Σ_j ⟨pj||qj⟩. If p and q lie on different fragments, every term vanishes. If both lie on X, only j on X contributes, and F_pq is the Fock matrix of isolated X. The product Φ0 therefore satisfies the Hartree–Fock condition F_ai = 0 for the whole system. The Slater–Condon rule for one replaced orbital then gives Brillouin's theorem,

⟨Φ_i^a|H̄|Φ0⟩ = h_ai + Σ_j ⟨aj||ij⟩ = F_ai = 0. (4)

The second property concerns products of fragment determinants. H̄ conserves the number of electrons on each fragment, so charge-transfer determinants do not mix with those in which all fragments are neutral. In the neutral sector, each H̄_X contains an even number of fermion operators and passes the other fragments without a sign. For two fragments X and Y,

⟨x y|H̄|x′ y′⟩ = ⟨x|H̄_X|x′⟩ δ_yy′ + δ_xx′ ⟨y|H̄_Y|y′⟩. (5)

With more fragments there is one such term for each. A matrix element is therefore zero if bra and ket differ on two or more fragments.

**3. CIS**

Let S_X denote a single excitation within fragment X. By (4), Φ0 is itself a CIS eigenstate, with energy zero. Excitations on different fragments do not couple:

⟨S_A 0_B|H̄|0_A S_B⟩ = ⟨S_A|H̄_A|0_A⟩⟨0_B|S_B⟩ + ⟨S_A|0_A⟩⟨0_B|H̄_B|S_B⟩ = 0, (6)

because ⟨0_B|S_B⟩ = ⟨S_A|0_A⟩ = 0. Charge-transfer singles are separated by electron number. For two excitations on A, (5) gives

⟨S_A 0_B|H̄|S′_A 0_B⟩ = ⟨S_A|H̄_A|S′_A⟩, (7)

since ⟨0_B|H̄_B|0_B⟩ = 0. In canonical orbitals with energies ε, the right-hand side is

⟨Φ_i^a|H̄_A|Φ_j^b⟩ = (ε_a − ε_i) δ_ij δ_ab + ⟨aj||ib⟩. (8)

Every quantity in (8) belongs to isolated A. The CIS matrix of A + N B thus contains the CIS matrix of A as a separate block, and the energy subtracted is zero for every N, provided Φ0 is the lowest root. This requires that the CIS roots of each isolated fragment are positive, and that the charge-transfer singles, whose energies are ε_a − ε_i with a and i on different fragments, are positive too. The first condition does not involve N. The second covers transfer between A and a spectator and, from N = 2 on, transfer between two spectators; further spectators add no new case. Each CIS excitation energy of A is size intensive. An accidental degeneracy with another fragment's excitation may mix the eigenvectors, but it does not change the eigenvalue.

Physically, the spectators are described by their Hartree–Fock determinants both before and after A is excited, and their energies cancel. This says nothing about how accurate the CIS energy of A is.

**4. The structure of the CISD matrix**

In the neutral sector, the CISD space consists of

- Φ0;
- single and double excitations within one fragment X, collectively called E_X;
- products S_X S_Y of singles on two different fragments, including pairs of compensating spin flips.

The products S_X S_Y decouple from everything else. Their element with Φ0 vanishes because bra and ket differ on two fragments. With an excitation on X, (5) gives

⟨S_X S_Y|H̄|E_X 0_Y⟩ = ⟨S_X|H̄_X|E_X⟩⟨S_Y|0_Y⟩ + ⟨S_X|E_X⟩⟨S_Y|H̄_Y|0_Y⟩ = 0. (9)

The first term vanishes by orthogonality, the second by Brillouin's theorem, or by spin conservation if S_Y flips a spin. The same holds with X and Y exchanged. An excitation on a third fragment gives a difference on three fragments, hence zero.

Excitations E_X and E_Y on different fragments also differ on two fragments and do not couple. What remains is the coupling of Φ0 to each fragment separately. Define

h_X = vector of elements ⟨E_X|H̄_X|0_X⟩,
M_X = matrix of elements ⟨E_X|H̄_X|E′_X⟩. (10)

All elements are taken real. By (4), the singles components of h_X are zero, but M_X may couple singles to doubles. Three assumptions are now made. The spectators are correlated at the CISD level, h_B ≠ 0. The matrices M_A and M_B are positive definite, with lowest eigenvalues μ_A and μ_B; this requires, in particular, that no single excitation lowers the energy of the reference. Finally, the roots of the charge-transfer blocks lie above the lowest neutral root, so that the latter is the CISD ground state.

**5. The CISD ground state**

Let c0 be the coefficient of Φ0 and c_X the coefficients of the excitations on X. The eigenvalue equations are

E c0 = Σ_X h_Xᵀ c_X, (11)
E c_X = h_X c0 + M_X c_X. (12)

For E < 0 the matrix E − M_X is invertible, and (12) gives c_X = (E − M_X)⁻¹ h_X c0. Here c0 cannot vanish: all c_X would vanish too, leaving a state made of products S_X S_Y, whose energies are positive, as Section 7 shows. Inserting c_X in (11) and dividing by c0 gives

E = f_A(E) + N f_B(E), f_X(E) = h_Xᵀ (E − M_X)⁻¹ h_X. (13)

Let m_k be the eigenvalues of M_X and h_k the components of h_X along its eigenvectors. Then

f_X(E) = Σ_k h_k²/(E − m_k), f_X′(E) = −Σ_k h_k²/(E − m_k)². (14)

For E < 0 and h_X ≠ 0, f_X is negative and decreasing. The function

g_N(E) = E − f_A(E) − N f_B(E) (15)

therefore has slope at least 1 for E < 0. It tends to −∞ as E → −∞, and for N ≥ 1 it is positive at E = 0. It has one negative zero, the CISD correlation energy E_c(N). For isolated A the correlation energy is E_c(0) = E_A, and for one isolated spectator it is E_B.

Adding a spectator lowers the root, because

g_{N+1}(E_c(N)) = g_N(E_c(N)) − f_B(E_c(N)) = −f_B(E_c(N)) > 0, (16)

and the zero of the increasing function g_{N+1} must lie further down. The fall has no bound. If E_c(N) ≥ −L for all N, then f_B(E_c(N)) ≤ f_B(−L) < 0, and (13) would give E_c(N) ≤ N f_B(−L), which tends to −∞.

Yet the fall is too small. Let h_A ≠ 0 and N ≥ 1. Then E_c(N) < E_A by (16). Also g_N(E_B) = −f_A(E_B) − (N − 1)E_B > 0, where f_B(E_B) = E_B was used, so E_c(N) < E_B. Since both f_X decrease with E,

E_c(N) = f_A(E_c(N)) + N f_B(E_c(N)) > f_A(E_A) + N f_B(E_B) = E_A + N E_B. (17)

CISD recovers less than the sum of the fragment correlation energies, because products of fragment excitations that are more than doubly excited in total, such as a double excitation on each of two fragments, are missing.

For large N, |E| is large and (E − M_B)⁻¹ = 1/E + M_B/E² + O(|E|⁻³). Define s = √N |h_B| and m̄ = h_Bᵀ M_B h_B/|h_B|². Multiplying (13) by E gives

E² = s² + s² m̄/E + O(1), (18)

where the remainder collects E f_A = O(1) and terms of order N/E². To leading order E = −s, so N/E² is indeed O(1). Put E = −s + δ. The relative correction in (18) is of order 1/s, so δ is O(1). Then

s² − 2sδ + δ² = s² − s m̄ + O(1), (19)

so δ = m̄/2 + O(1/s), and

E_c(N) = −√N |h_B| + m̄/2 + O(N^(−1/2)). (20)

The law needs √N |h_B| ≫ m̄. The correct energy of noninteracting molecules is linear in N, whereas by (20) the CISD correlation energy per spectator tends to zero as N^(−1/2).

**6. Excited states that cannot mix with the reference**

Suppose an eigenvector c of M_A satisfies

M_A c = E* c, h_Aᵀ c = 0. (21)

The second condition holds whenever the spatial symmetry or spin of the state differs from that of 0_A. Set c_A = c and all other coefficients to zero. Equation (11) becomes 0 = h_Aᵀ c, (12) for A becomes the first part of (21), and (12) for each spectator reads 0 = 0. This vector is thus a CISD eigenstate with energy E* for every N, and its excitation energy is

ω(N) = E* − E_c(N) = ω(0) + E_c(0) − E_c(N). (22)

By (16) it rises with each added spectator, and by (20) it grows as √N. This already shows that CISD excitation energies are not size intensive.

The cause is an uneven count of excitations. With A in its ground determinant, a double excitation on a spectator is a double excitation of the whole system and is included. With A singly excited, the same correlation of the spectator is a triple excitation and is left out. The ground state gains spectator correlation and the excited state does not.

**7. All other neutral excited states**

A state of the same symmetry as Φ0 may contain Φ0, and its energy may then depend on N. A lower bound still settles the matter. Let μ be the lowest eigenvalue of H̄ in the neutral CISD space without Φ0. This space splits into the blocks M_X and the blocks of products S_X S_Y. By (5), each eigenvalue of a product block is a sum κ_X + κ_Y of eigenvalues of the two singles matrices. The singles matrix is a submatrix of M_X, so κ_X ≥ μ_X; spin-flipped singles have the triplet energies already present without the flip. Product eigenvalues are therefore at least μ_X + μ_Y > 0, and for N ≥ 1

μ = min(μ_A, μ_B), independent of N. (23)

Now take the two lowest CISD eigenvectors, with energies E_c(N) and E_1. Some normalized combination of them has no Φ0 component. Its mean energy is at most E_1 and at least μ, so E_1 ≥ μ. Every higher root is at least E_1, and hence

ω_k(N) ≥ μ − E_c(N) for every neutral excited state k. (24)

With (20), every CISD excitation energy in the neutral sector grows without bound, at least as √N to leading order.

The result depends on h_B ≠ 0. If h_B = 0, the term N f_B vanishes, the spectators' excitations decouple from Φ0, and the CISD energies of A are unchanged by them.

**8. Restoring the missing products**

For N = 1, diagonalize H̄ in the space of all products of a determinant from the CISD space of A and one from the CISD space of B. By (5), the matrix is H̄_A ⊗ 1 + 1 ⊗ H̄_B, and its eigenvalues are sums of fragment CISD eigenvalues. Exciting A from its ground state while B stays in its own gives

(E_A,k + E_B) − (E_A + E_B) = E_A,k − E_A, (25)

the excitation energy of isolated A. The added determinants are triples, such as a single on A with a double on B, and quadruples with a double on each.

**9. Example: LiH with H₂ spectators**

Let A be LiH in the STO-3G basis with bond length 1.60 Å, and B be H₂ in the 6-31G basis with bond length 0.74 Å. These bases are too small to predict a spectrum, and CISD omits triples and quadruples within LiH itself. The numbers below are far from converged. With aug-cc-pVDZ on LiH and cc-pVDZ on H₂, the CIS energies fall by 0.44 eV (Σ) and 1.05 eV (Π), the CISD value of ω(Π) for isolated LiH falls by 0.40 eV, the correlation energy of H₂ grows from 0.68 to 0.94 eV, and the rise of ω(Π) for three spectators grows from 38% to 57%. The example shows the dependence on N. The states followed are the lowest excited singlet Σ and the lowest singlet Π state of LiH.

The CIS excitation energies are 4.496 eV (Σ) and 6.141 eV (Π) for N = 0, 1, 2 and 3. The CISD results, in eV, are:

N: E_c, ω(Σ), ω(Π)
0: −0.556, 3.620, 5.043
1: −1.210, 4.270, 5.697
2: −1.848, 4.906, 6.335
3: −2.471, 5.527, 6.958

The Π root stays at E* = 4.487 eV above the Hartree–Fock energy, as (21) requires. For N = 3, (22) gives

ω(Π) = 4.487 + 2.471 = 6.958 eV, (26)

which is 38% above the value for isolated LiH. The first spectator raises ω(Π) by 0.654 eV, slightly less than the 0.678 eV correlation energy of an isolated H₂, in accord with (17). For a few spectators the error is thus nearly one spectator correlation energy per molecule.

The Σ state has the symmetry of Φ0, and its root is not fixed: it falls from 3.063 to 3.056 eV between N = 0 and N = 3. This hardly offsets the fall of the ground state. Here μ = 2.594 eV is the energy of the lowest triplet of LiH above the Hartree–Fock energy, and the bound (24) for N = 3 is 2.594 + 2.471 = 5.065 eV, below the computed 5.527 eV for the singlet. The assumption that M_A is positive definite holds near equilibrium but not for the stretched molecule: at a LiH bond length of 2.5 Å the lowest eigenvalue of M_A is −0.19 eV, and the proofs of Sections 5 and 7 no longer apply as written.

For N = 1, the product space of Section 8 returns 3.620 and 5.043 eV, the isolated values.

The large-N law has |h_B| = 6.08 eV and m̄ = 61.9 eV. The first term of (20) is still only twice the second at N = (m̄/|h_B|)² ≈ 100, so the law needs N well above this. These constants belong to the basis, not to H₂: m̄ is 84, 147 and 221 eV in cc-pVDZ, cc-pVTZ and cc-pVQZ, with no sign of converging, and (m̄/|h_B|)² rises to 110, 220 and 420. Equation (20) is a statement for a fixed finite basis. At N = 10 it gives +11.7 eV, a meaningless positive correlation energy, while (13) gives −6.5 eV. At N = 1000 the values are −161.3 and −164.6 eV, a difference of 2% relative to the root of (13). At N = 10000 the CISD excitation energy of the Π state is

ω(Π) = 4.5 + 578.1 = 582.6 eV, (27)

although nothing has happened to the LiH molecule.

The numerical check also compares (13) with standard CISD calculations on clusters whose molecules are 1000 Å apart and interact through the full Coulomb force. For eight spectators both give −5.391 eV.

Computed values

```
bond lengths: LiH 1.60, H2 0.74 angstrom
cluster spacing: 1000 angstrom
CISD correlation energy, LiH alone: -0.5564 eV
CISD correlation energy, H2 alone: -0.6780 eV
coupling norm |h_B|: 6.0795 eV
mean energy h_B.M_B.h_B/|h_B|^2: 61.8693 eV
lowest singles-doubles eigenvalue mu: 2.5940 eV
CIS excitation energies (eV): N, Sigma, Pi
  0  4.4960  6.1413
  1  4.4960  6.1413
  2  4.4960  6.1413
  3  4.4960  6.1413
CISD roots relative to HF (eV): N, determinants, ground, Sigma, Pi
  0  93  -0.5564  3.0634  4.4865
  1  252  -1.2103  3.0600  4.4865
  2  465  -1.8483  3.0576  4.4865
  3  732  -2.4712  3.0558  4.4865
CISD excitation energies (eV): N, Sigma, Pi
  0  3.6198  5.0429
  1  4.2704  5.6969
  2  4.9059  6.3348
  3  5.5269  6.9577
determinants for N=1 with charge transfer: 610
determinants in product space for N=1: 1488
product-space excitation energies for N=1 (eV): Sigma, Pi
  3.6198  5.0429
real clusters, CISD correlation (eV): N, cluster, root equation
  2  -1.8483  -1.8483
  8  -5.3912  -5.3912
root equation (eV): N, E_c, large-N law, Pi excitation energy
  10  -6.482  11.710  10.969
  100  -38.688  -29.860  43.175
  1000  -164.617  -161.315  169.104
  10000  -578.116  -577.012  582.603
```
